# The Tinkham transmission formula and terahertz measurement of metal sheet resistance

## A free-standing sheet

Let a plane wave of electric field $E_0$ fall at normal incidence on a very thin metal sheet in vacuum. The sheet carries a current per unit width $K=E/R_s$, where $E$ is the total field at the sheet and $R_s$ its sheet resistance. This current radiates equally to both sides. In Gaussian units the magnetic field jumps by $4\pi K/c$ across the sheet, so each radiated wave has magnetic amplitude $2\pi K/c$. In vacuum its electric amplitude is the same, and it opposes the driving field:

$$E=E_0-\frac{2\pi}{c}K=E_0-\frac{2\pi}{cR_s}E .$$

Collecting the terms in $E$ gives

$$T=\frac{E}{E_0}=\frac{1}{1+2\pi/(cR_s)},\qquad R_s=\frac{2\pi}{c}\,\frac{T}{1-T}.$$

A good conductor transmits little because its own radiation nearly cancels the incident wave behind it. This cancellation needs no appreciable decay of the field inside the metal. A substrate changes the numerical factor but not the mechanism.

## Assumptions and theorem

All fields vary as $e^{-i\omega t}$, and $k_0=\omega/c$. The film occupies $0<z<d$, with vacuum in front and a substrate behind. We assume:

1. The wave is plane and normally incident.
2. Film and substrate are non-magnetic. The substrate has a real index $n$; the film has a local conductivity $\sigma(z)$ and a background permittivity $\varepsilon_b$.
3. The electric field is nearly uniform across the film, and the displacement current in the film is negligible. Lemma 3 makes this quantitative.
4. Only the first transmitted pulse is analysed, and the coated and bare substrates are equally thick.

Define

$$\frac1{Z_s}=\int_0^d\sigma\,dz,\qquad y=\frac{4\pi}{cZ_s}.$$

For real conductivity, $Z_s=R_s$; for a uniform film, $R_s=1/(\sigma d)$.

**Theorem.** The ratio of the fields transmitted by the coated and bare substrates is

$$T=\frac{1+n}{1+n+y},\qquad\text{hence}\qquad Z_s=\frac{4\pi}{c(1+n)}\,\frac{T}{1-T}.$$

If $\sigma$ is real, $T$ is real and positive, and the measured amplitude ratio alone gives $R_s$.

In SI units $4\pi/c$ is replaced by the impedance of free space, $Z_0=376.73\ \Omega$.

## Lemma 1: the jump conditions

*Across the thin film $E$ is continuous, while $H(0)-H(d)=yE$.*

**Proof.** Take $E$ along $x$ and $H$ along $y$. Faraday's law, $\nabla\times\mathbf E=-(1/c)\,\partial\mathbf H/\partial t$, has the $y$ component

$$\frac{dE}{dz}=ik_0H. \tag{1}$$

The $x$ component of Ampère's law is $-dH/dz=(4\pi/c)\sigma E-ik_0\varepsilon_bE$, so

$$\frac{dH}{dz}=-\frac{4\pi}{c}\sigma E+ik_0\varepsilon_bE. \tag{2}$$

Integrate both across the film. The right side of (1) gives $ik_0\int H\,dz$, which vanishes as $d\to0$ with $H$ bounded. The displacement term in (2) vanishes likewise. The conduction term does not, because $\int\sigma\,dz$ is held fixed. With $E$ uniform it gives

$$H(0)-H(d)=\frac{4\pi}{c}E\int_0^d\sigma\,dz=yE.\qquad\blacksquare$$

The measurement thus senses the integral of the conductivity: layers carrying current side by side add their sheet conductances. For a 10 nm film with relative conductivity $0.3+1.5(z/d)^2$, the mean is $0.3+0.5=0.8$. If the uniform film has 20 Ω/sq, the graded one should have $20/0.8=25$ Ω/sq. Integrating (1) and (2) numerically through this film and inverting the resulting amplitude gives 25.000 Ω/sq.

## Lemma 2: transmission and internal reflection

*For unit incident field, the field entering the substrate is $t=2/(1+n+y)$. A wave meeting the film from inside the substrate is reflected with coefficient*

$$r'=\frac{n-1-y}{n+1+y}.$$

**Proof.** For a forward wave $E\propto e^{ik_0nz}$, equation (1) gives $H=nE$; for a backward wave the sign is reversed. In vacuum $n=1$. With reflected amplitude $r$, Lemma 1 reads

$$1+r=t,\qquad (1-r)-nt=yt.$$

Adding the first equation to the rearranged second, $1-r=(n+y)t$, removes $r$:

$$2=(1+n+y)t.$$

For incidence from the substrate, the incident and reflected waves have magnetic fields $n$ and $-nr'$, and the wave leaving into vacuum has $H=t'$. Therefore

$$1+r'=t',\qquad n(1-r')-t'=yt'.$$

Multiplying the first by $n$ and adding gives $2n=(1+n+y)t'$. Then $r'=t'-1$ is the stated coefficient. $\blacksquare$

**Energy check.** Multiply $1-r=(n+y)t$ by $(1+r)^*=t^*$ and take real parts. Since $r^*-r$ is imaginary,

$$1-|r|^2=n|t|^2+(\operatorname{Re}y)|t|^2 .$$

The terms on the right are the transmitted power and the Joule loss, relative to the incident power.

## Proof of the theorem

Setting $y=0$ in Lemma 2 gives the bare surface, $t_0=2/(1+n)$. After entering the substrate of thickness $L$, the first pulse acquires $e^{ik_0nL}$ and then the exit factor $2n/(1+n)$. Both factors are common to the two samples, so

$$T=\frac{t}{t_0}=\frac{1+n}{1+n+y}.$$

Multiply by the denominator and solve for $y$:

$$T(1+n)+Ty=1+n,\qquad y=(1+n)\frac{1-T}{T}.$$

Since $Z_s=4\pi/(cy)$, the inversion follows. Illumination from the substrate side gives $t'/t'_0$ with $t'_0=2n/(1+n)$, which is the same ratio. $\blacksquare$

**Limits.** If $y\ll1+n$, then $T$ is close to one and the small difference $1-T$ carries the information. If $y\gg1+n$, then $T\approx(1+n)cR_s/(4\pi)$: the transmitted amplitude is proportional to the sheet resistance.

## A 10 nm film on silicon

Take round model parameters for a thin metal film on high-resistivity silicon: $d=10$ nm, resistivity $20\ \mu\Omega\,$cm, $n=3.4$ and a frequency of 1 THz. Then

$$R_s=\frac{20\times10^{-6}\ \Omega\,\text{cm}}{10^{-6}\ \text{cm}}=20\ \Omega/\text{sq},$$

which is $2.225\times10^{-11}$ s/cm in Gaussian units. Further,

$$y=\frac{376.73}{20}=18.84,\qquad T=\frac{4.4}{4.4+18.84}=0.189.$$

For this film with real conductivity, the fractions of incident power reflected, transmitted into the substrate and absorbed are 0.835, 0.025 and 0.140. The film mainly reflects, although it is far thinner than the skin depth of 225 nm.

To imitate a measurement, a pulse shaped as the derivative of a Gaussian of width 0.15 ps is propagated through the full stack: a film of finite thickness and a 500 µm substrate. The film is given $\varepsilon_b=10$ and an electron scattering time of 10 fs. At 1 THz the first pulses have amplitude ratio 0.18971, and

$$R_s=\frac{376.73\ \Omega}{4.4}\times\frac{0.18971}{0.81029}=20.05\ \Omega/\text{sq}.$$

This is 0.23 % above the dc value put into the model. The ratio of the pulse peaks, about 0.190, gives about 20.1 Ω/sq.

## Remark 1: why the echoes must be removed

Inside the substrate, each round trip multiplies the field by $r_br'e^{2ik_0nL}$, where $r_b=(n-1)/(n+1)$ is the reflection at the back face. For the bare sample $r'$ becomes $r_b$. Summing the two geometric series gives the ratio without a time gate:

$$T_{\rm all}=T\,\frac{1-r_b^2e^{2ik_0nL}}{1-r_br'e^{2ik_0nL}} .$$

The echoes cancel from the ratio only if $r'=r_b$, that is, without a film. Moreover, $r'$ changes sign at $y=n-1$, here at a sheet resistance of $376.73/2.4=157\ \Omega$/sq. At that value the film suppresses internal reflection.

In the example the echo, with its propagation phase removed, is $+0.298$ of the first pulse for the bare sample and $-0.386$ for the coated one. When $e^{2ik_0nL}$ is $+1$ or $-1$, the correction factor is about

$$\frac{1-0.298}{1+0.386}=0.51\qquad\text{or}\qquad\frac{1+0.298}{1-0.386}=2.11 .$$

Inserting ungated spectra into the theorem accordingly yields values from about 9 to 57 Ω/sq between 0.9 and 1.1 THz. The echo follows the first pulse by $2nL/c=11.3$ ps, which leaves ample room for a gate. The price is spectral resolution: a record of that length resolves roughly $1/(11.3\ \text{ps})\approx0.09$ THz.

## Lemma 3: the first effect of finite thickness

*For a uniform film, let $s=k_0d$. With $y$ held fixed,*

$$\frac{1+n}{T}=1+n+y-isB+O(s^2),$$

$$B=\varepsilon_b-1+\frac{(n-1)y}{2}+\frac{y^2}{6}. \tag{3}$$

**Proof.** Write $\varepsilon=\varepsilon_b+4\pi i\sigma/\omega$, $N^2=\varepsilon$ and $\varphi=Ns$. Equation (2) becomes $dH/dz=ik_0\varepsilon E$. The solution of (1) and (2) with $E(d)=t$ and $H(d)=nt$ has at the front

$$E(0)=t\left(\cos\varphi-\frac{in}{N}\sin\varphi\right),$$

$$H(0)=t\left(n\cos\varphi-iN\sin\varphi\right).$$

Since $E(0)=1+r$ and $H(0)=1-r$, their sum is 2:

$$\frac2t=(1+n)\cos\varphi-i\left(N+\frac nN\right)\sin\varphi. \tag{4}$$

From $y=4\pi\sigma d/c$ we have $4\pi\sigma/\omega=y/s$. Hence $N\varphi=\varepsilon s=\varepsilon_bs+iy$, and $\varphi^2=\varepsilon_bs^2+iys$. To first order in $s$, the pieces of (4) are

$$(1+n)\cos\varphi=(1+n)\left(1-\frac{iys}{2}\right),$$

$$-iN\sin\varphi=-iN\varphi\left(1-\frac{\varphi^2}{6}\right)=y-i\varepsilon_bs-\frac{iy^2s}{6},$$

$$-\frac{in}{N}\sin\varphi=-ins.$$

In the bare sample the space of the film is vacuum, so $t_0=2e^{is}/(1+n)$ and $(1+n)/T=e^{is}(2/t)$. To first order the factor $e^{is}$ adds $is(1+n+y)$. The coefficient of $-is$ is therefore

$$\varepsilon_b+n+\frac{(1+n)y}{2}+\frac{y^2}{6}-(1+n)-y,$$

which simplifies to $B$. $\blacksquare$

The thin-sheet formula for $T$ requires $s|B|\ll|1+n+y|$. The complex inversion for $Z_s$ needs the stricter $s|B|\ll|y|$, which can fail for a weakly conducting film even when $T$ itself is accurate. For a strongly conducting film the last term of $B$ dominates, and both conditions become $sy/6\ll1$. With the skin depth $\delta=c/\sqrt{2\pi\sigma\omega}$,

$$q\equiv\frac{d^2}{\delta^2}=\frac{2\pi\sigma\omega d^2}{c^2}=\frac{sy}{2},$$

so the condition is $q/3\ll1$. In the example $s=2.10\times10^{-4}$ and $B=9+22.6+59.1=90.7$, making the correction $sB=0.019$, or 0.1 % of $y$.

For real $\sigma$ this correction is imaginary while the leading term is real. It rotates the phase but alters the modulus only in second order, which protects an amplitude measurement. If $\sigma$ is complex, as for the Drude metal below, $B$ has an imaginary part and the modulus changes already in first order in $s$.

## Remark 2: when the film becomes too thick

The second-order amplitude error follows from (4). Let $\sigma$ be real and $y$ so large that $1+n$ and the effects of $\varepsilon_b$ are negligible. Then $\varphi^2=2iq$, $\varphi^4=-4q^2$, and

$$\frac2t\approx y\frac{\sin\varphi}{\varphi}=y\left(1-\frac{iq}{3}-\frac{q^2}{30}+\dots\right).$$

The modulus is the real part plus half the square of the relative imaginary part:

$$\left|\frac2t\right|\approx y\left(1-\frac{q^2}{30}+\frac{q^2}{18}\right)=y\left(1+\frac{q^2}{45}\right).$$

The inferred $y$ is too large, and the inferred sheet resistance too small by the fraction $q^2/45$.

Keep the resistivity at $20\ \mu\Omega\,$cm and the conductivity real. At 100 nm the full slab calculation gives an error of $-0.10$ %. At 200 nm, $q=(200/225)^2=0.79$, and the estimate $-1.4$ % agrees with the computed $-1.4$ %. At 400 nm the true value is 0.50 Ω/sq, but the inversion gives 0.41, an error of $-18$ %. There $q=3.2$ and the error is no longer small, so equation (4) should be solved for $\sigma$ directly.

These figures hold for real conductivity only. With a scattering time $\tau$, both $y$ and $\varphi^2$ acquire the factor $1/(1-i\omega\tau)$, and the same expansion gives a modulus factor $1+q^2/45+q\omega\tau/3-(\omega\tau)^2/2$, with $q$ and $y$ taken at the dc conductivity. The new term is first order in $q$. For $\tau=10$ fs the full slab errors at 100, 200 and 400 nm become $-0.3$ %, $-2.8$ % and $-22$ %; for $\tau=2.1$ fs they are $-0.2$ %, $-1.8$ % and $-18$ %.

## Corollary: dc resistance of a Drude metal

For electrons of density $N_e$, charge $-e$, mass $m$ and scattering time $\tau$, the equation of motion $m\dot v=-eE-mv/\tau$ gives $v=-(e\tau/m)E/(1-i\omega\tau)$. The current density $-N_eev$ then yields

$$\sigma=\frac{\sigma_0}{1-i\omega\tau},\quad \sigma_0=\frac{N_ee^2\tau}{m},\qquad Z_s=R_s(1-i\omega\tau),$$

where $R_s=1/(\sigma_0d)$ is now the dc sheet resistance. Within the Drude model and the thin-sheet limit, the real part of the complex inversion is this dc value at any frequency. A real film follows this only approximately when the mean free path is comparable with the thickness; the model parameters imply a free-electron mean free path of about 9 nm against $d=10$ nm. In the Fuchs model with diffuse surface scattering, a copper-like 10 nm film (bulk scattering time 25 fs, mean free path 39 nm) has a real part above the dc value by about 0.1 % at 1 THz and 1 % at 3 THz.

Using $|T|$ alone introduces an error. Put $x=\omega\tau\ll1$ and $y_0=4\pi/(cR_s)$. Then $y=y_0/(1-ix)\approx y_0(1+ix-x^2)$, and

$$|1+n+y|\approx1+n+y_0-y_0x^2+\frac{y_0^2x^2}{2(1+n+y_0)} .$$

Subtracting $1+n$ gives the apparent $y$. The apparent sheet resistance exceeds $R_s$ by the fraction

$$x^2\left[1-\frac{y_0}{2(1+n+y_0)}\right].$$

With $x=0.0628$ this is $0.00395\times(1-0.405)=0.23$ %, which accounts for the 20.05 Ω/sq found above. The complex inversion of the same pulses gives 20.00 Ω/sq and $\tau=9.84$ fs. The missing 0.16 fs is the phase of Lemma 3: $sB/y_0=0.00101$ is subtracted from $\omega\tau$.

## Remark 3: phase is fragile, amplitude is not

If the coated substrate is thicker by $D$, its wave crosses $D$ of substrate where the reference crosses vacuum. Then $T$ acquires the factor $e^{i\theta}$ with $\theta=k_0(n-1)D$. Since

$$\frac{d\ln Z_s}{d\ln T}=1+\frac{T}{1-T}=\frac1{1-T},$$

a small $\theta$ multiplies $Z_s$ by about $1+i\theta/(1-T)$. For $D=1$ µm, $\theta=0.050$, and the imaginary part shifts by $0.050/0.81=0.062$ of $R_s$. This cancels the inertial term $-0.063$ almost completely: the inferred scattering time falls from 9.84 to $-0.05$ fs. The amplitude result stays at 20.05 Ω/sq. The complex result moves to the same value, because the corrupted $T$ happens to be nearly real. This is an accident of sign and size: the real part of the complex inversion is 19.86 Ω/sq for $D=-1$ µm, 19.32 for $D=+5$ µm and 18.45 for $D=-5$ µm. The immunity of the amplitude needs a lossless substrate. For a doped wafer modelled as a Drude conductor of 1 Ω cm with a scattering time of 95 fs, the index is about $3.29+0.20i$, and the amplitude inversion with $n=3.4$ gives 19.55 Ω/sq, or 19.05 with $D=5$ µm.

## Remark 4: measurement errors

Differentiating $\ln R_s=\ln T-\ln(1-T)-\ln(1+n)+\text{const}$ gives

$$\frac{dR_s}{R_s}=\frac{dT}{T(1-T)}-\frac{dn}{1+n}.$$

For a fixed absolute error $dT$, the best case is $T=1/2$, where $y=1+n$ and $R_s=Z_0/(1+n)=85.6\ \Omega$/sq. For the 20 Ω/sq film, $dT=0.001$ produces a 0.65 % error. For the 200 nm film, with $T=0.0114$, it produces about 9 %. If the relative error $dT/T$ is fixed instead, it is multiplied by $1/(1-T)$, and small transmission carries no such penalty. An index error of $+0.01$ lowers the inferred resistance by 0.23 %.

A focused beam contains oblique rays. Let $a$ be the angle in vacuum and $b$ that in the substrate, with $\sin a=n\sin b$. The ratios of tangential $H$ to tangential $E$ are $\cos a$ and $n\cos b$ for $s$ polarization, and $1/\cos a$ and $n/\cos b$ for $p$. Repeating Lemma 2 with these ratios gives $T=Y/(Y+y)$, where $Y$ is their sum. The normal-incidence inversion then returns $R_sY/(1+n)$. For small $a$, $b\approx a/n$, and

$$Y\approx1+n\mp\frac{a^2}{2}\left(1+\frac1n\right),\qquad \frac{Y}{1+n}\approx1\mp\frac{a^2}{2n},$$

with the upper sign for $s$. At 10° the computed shifts are $-0.45$ % and $+0.45$ %.

## Remark 5: real interconnect films

The resistivity and scattering time used here are round model values; in a real film both depend on thickness, grain size and deposition. Together they imply a free-electron density of $1.8\times10^{22}$ cm$^{-3}$. With a density of $8.5\times10^{22}$ cm$^{-3}$, as in copper, the same resistivity would mean a scattering time of 2.1 fs, and the Drude shift of the amplitude result would be about 0.01 % instead of 0.23 %. Surface and grain-boundary scattering enter through the effective conductivity, which the formula measures but does not predict. If a stack contains more than one conducting layer, the formula returns the sheet resistance of all of them in parallel, not that of the metal alone. A 2 nm liner of $200\ \mu\Omega\,$cm has 1000 Ω/sq, and in parallel with the metal it lowers the result from 20.00 to 19.61 Ω/sq, a shift of 2 %. A single measurement cannot separate the two. A second measurement, on a liner-only sample, can: compare each sample with the bare substrate, invert, and subtract the sheet conductances. Putting the liner-only sample in place of the bare substrate in the theorem would give 21.7 Ω/sq for the metal instead of 20.0, because the formula assumes a bare reference. A series of metal thicknesses also works, but only if the liner and the metal's resistivity stay the same throughout. Where surface scattering makes the resistivity depend on thickness, a straight-line fit of conductance against thickness can even give a negative liner conductance. Patterned lines break the assumption of a laterally uniform sheet, so the theorem applies to blanket films. It also assumes that the film lies directly on the substrate. With an oxide of index 1.95 beneath the film and on the reference, the amplitude result at 1 THz for the 20 Ω/sq film falls by about 0.2 % for 1 µm of oxide and by about 4 % for 5 µm.

## Computed results

```
Film thickness: 10.0 nm; resistivity: 20.0 uohm cm
Scattering time: 10.0 fs; background permittivity: 10.0
Substrate index: 3.40; thickness: 500 um
Frequency: 1.00 THz; Z0: 376.730 ohm
True dc sheet resistance: 20.000 ohm/sq = 2.2253e-11 s/cm
Gaussian conductivity: 4.4938e+16 1/s
y = Z0/Rs: 18.8365; ideal ratio T: 0.18936
Skin depth: 225.1 nm; (d/skin depth)^2: 0.00197
k0*d: 2.0958e-04; thickness bracket: 90.74
Quadrature thickness term / y: 0.00101
Displacement/conduction current: 1.113e-04
Power reflected, transmitted, absorbed: 0.8353, 0.0252, 0.1395
Gated amplitude ratio: 0.18971; phase: -0.05004 rad
Rs from gated amplitude: 20.046 ohm/sq
Rs from complex ratio, real part: 20.001 ohm/sq
Scattering time from complex ratio: 9.84 fs
Pulse peak ratio: 0.19014; Rs from it: 20.102 ohm/sq
Echo delay: 11.34 ps
Echo/first pulse, bare: +0.2975; coated: -0.3857
Ungated Rs, 0.9-1.1 THz: 9.11 to 57.14 ohm/sq
omega*tau: 0.06283; Drude shift of amplitude Rs: +0.235 %
Tilt 10 deg, shift of Rs: s -0.446 %, p +0.452 %
Ratio error 0.001 gives Rs error: 0.651 %
Index error +0.01 gives Rs shift: -0.227 %
Best-conditioned Rs, Z0/(1+n): 85.62 ohm/sq; scan: 85.64
Substrate mismatch: 1.0 um; added phase: 0.05030 rad
With mismatch: amplitude Rs 20.046 ohm/sq
With mismatch: complex Rs 20.046 ohm/sq, tau -0.05 fs
Liner: 2.0 nm, 200 uohm cm
Film + liner Rs: parallel 19.608, inverted 19.608 ohm/sq
Graded film Rs: integral 25.000, inverted 25.000 ohm/sq
Thickness scan at fixed resistivity, real conductivity:
  10 nm: T 0.18936, true Rs 20.000, inverted 20.0000 ohm/sq, error -0.000 %
  50 nm: T 0.04463, true Rs 4.000, inverted 3.9997 ohm/sq, error -0.007 %
  100 nm: T 0.02280, true Rs 2.000, inverted 1.9981 ohm/sq, error -0.096 %
  200 nm: T 0.01138, true Rs 1.000, inverted 0.9856 ohm/sq, error -1.437 %
  400 nm: T 0.00479, true Rs 0.500, inverted 0.4122 ohm/sq, error -17.558 %
```
